# Detailed balance, real relaxation rates and the one-way three-state cycle

A surface site or an adatom has $N$ possible states, with $N$ finite. It jumps from state $j$ to state $i$ at a constant rate $W_{ij}\ge 0$. The probabilities $p_i(t)$ obey

$$\frac{dp_i}{dt}=\sum_j W_{ij}p_j,\qquad W_{jj}=-R_j,\qquad R_j=\sum_{i\ne j}W_{ij}.$$

The first index of $W$ is the destination and the second the origin. Every term contains one rate, so the algebra holds in atomic units as in any other consistent units. Numerical rates are in s$^{-1}$ and energies in eV.

**(a) Show that no eigenvalue of $W$ has a positive real part, whatever the rates.**

*Solution.* Each column of $W$ sums to zero, which expresses conservation of probability. Let $y$ be a left eigenvector, $\sum_i y_iW_{ij}=\lambda y_j$, and choose $j$ so that $|y_j|$ is the largest component. Moving the diagonal term to the other side and dividing by $y_j$ gives

$$\lambda+R_j=\sum_{i\ne j}W_{ij}\frac{y_i}{y_j}.$$

Since $|y_i/y_j|\le1$, it follows that $|\lambda+R_j|\le R_j$. The eigenvalue therefore lies in a disc centred at $-R_j$ with radius $R_j$. This disc touches the imaginary axis at the origin and otherwise lies to its left, so $\mathrm{Re}\,\lambda\le0$. Left and right eigenvalues are the same, so the result holds for the relaxation modes. Nothing here prevents $\lambda$ from being complex.

**(b) Suppose that populations $\pi_i>0$ exist with $W_{ij}\pi_j=W_{ji}\pi_i$ for every pair. Find a change of variables that makes $W$ symmetric, and state what follows for its spectrum.**

*Solution.* The assumption is detailed balance: in equilibrium each jump is balanced by its own reverse. Let $\Pi$ be the diagonal matrix of the $\pi_i$ and define

$$S=\Pi^{-1/2}W\,\Pi^{1/2},\qquad S_{ij}=W_{ij}\sqrt{\pi_j/\pi_i}.$$

Detailed balance gives $\pi_j/\pi_i=W_{ji}/W_{ij}$ whenever the rates of the pair are nonzero. Hence

$$S_{ij}=\sqrt{W_{ij}W_{ji}}=S_{ji}\quad(i\ne j),\qquad S_{jj}=W_{jj}.$$

If one rate of a pair vanishes, so does the other, because both populations are positive, and the formula still holds.

A real symmetric matrix has real eigenvalues and a complete orthonormal set of eigenvectors. If $Su=\lambda u$, then $W(\Pi^{1/2}u)=\Pi^{1/2}Su=\lambda\,\Pi^{1/2}u$. So $W$ has the same real eigenvalues and is diagonalizable. With part (a), they are all nonpositive. The condition $\pi_i>0$ is needed because $\Pi^{-1/2}$ must exist.

**(c) Obtain the sign directly from $S$, count the zero eigenvalues, and find how the probability of being in the starting state evolves.**

*Solution.* Write $K_{ij}=W_{ij}\pi_j=K_{ji}$ for the equilibrium traffic between two states, and set $y_i=x_i/\sqrt{\pi_i}$ for a real vector $x$. For $i\neq j$, $x_iS_{ij}x_j=K_{ij}y_iy_j$. The diagonal terms are $x_j^2W_{jj}=-\sum_{i\ne j}K_{ij}y_j^2$. Because $K$ is symmetric, $y_j^2$ may be replaced by $(y_i^2+y_j^2)/2$ in the double sum:

$$x^{T}Sx=\sum_{i\ne j}K_{ij}\left[y_iy_j-\tfrac12(y_i^2+y_j^2)\right]=-\tfrac12\sum_{i\ne j}K_{ij}(y_i-y_j)^2\le0 .$$

For a normalised eigenvector the left side is $\lambda$. It vanishes when $y_i=y_j$ across every link with nonzero traffic, that is, when $y$ is constant on each connected group of states. There is one free constant per group, so the multiplicity of zero is the number of connected groups.

The propagator is $e^{Wt}=\Pi^{1/2}e^{St}\,\Pi^{-1/2}$. In a diagonal element the two factors of $\sqrt{\pi_i}$ cancel. With orthonormal eigenvectors $u_n$ of $S$, the return probability is

$$P_{ii}(t)=\sum_n u_{in}^2\,e^{\lambda_nt}.$$

Every coefficient is nonnegative and every exponent nonpositive, so $P_{ii}$ never rises and never goes below its long-time limit. For a connected network the zero mode is $u_i=\sqrt{\pi_i}$ (with $\sum_i\pi_i=1$), and the limit is $\pi_i$. The argument does not extend to the probability of reaching a different state $j$, whose coefficients contain $u_{jn}u_{in}$ and can have either sign.

**(d) An adatom at 900 K hops among three sites with energies 0, 0.10 and 0.25 eV. The saddles 1–2, 2–3 and 3–1 lie at 0.70, 0.75 and 0.80 eV, and the prefactor is $\nu=10^{13}$ s$^{-1}$. Find the relaxation rates. Then lower the barrier by 0.05 eV for the jump $1\to2$ alone and describe the damage.**

*Solution.* The rates are $W_{ij}=\nu\exp[-(E^\ddagger_{ij}-E_j)/k_BT]$, with the saddle energy $E^\ddagger_{ij}=E^\ddagger_{ji}$ shared by both directions. Multiplying by $e^{-E_j/k_BT}$ removes $E_j$ and leaves an expression symmetric in $i$ and $j$. Detailed balance therefore holds with Boltzmann populations. Here $k_BT=0.07756$ eV and $\pi=(0.760,\,0.209,\,0.030)$.

The jumps $1\to2$ and $2\to1$ have rates $1.203\times10^9$ and $4.367\times10^9$ s$^{-1}$. Their geometric mean is $S_{12}=2.292\times10^9$ s$^{-1}$. The other pairs are treated alike:

$$S=10^9\,\mathrm{s}^{-1}\begin{pmatrix}-1.534&2.292&1.660\\2.292&-6.658&6.028\\1.660&6.028&-24.17\end{pmatrix}.$$

One eigenvalue is zero. The other two have sum $-s$, where $-s$ is the trace, and product $q$, the sum of the principal $2\times2$ minors. In units of $10^9$ s$^{-1}$, $s=32.37$ (from the unrounded rates) and

$$q=(10.21-5.25)+(37.08-2.76)+(160.9-36.3)\approx163.9 .$$

Then $\lambda=\tfrac12\left(-s\pm\sqrt{s^2-4q}\right)$ gives $-6.28\times10^9$ and $-2.61\times10^{10}$ s$^{-1}$. The slower mode has a decay time of about 0.16 ns.

Now consider the altered barrier. Multiplying the three detailed-balance relations around the loop cancels all populations and requires

$$W_{21}W_{32}W_{13}=W_{12}W_{23}W_{31}.$$

The alteration makes the ratio of the two sides $e^{0.05/0.07756}=1.905$. The steady state now carries a current of $1.08\times10^8$ s$^{-1}$ around the loop $1\to2\to3\to1$, although nothing drives the adatom. The eigenvalues are nevertheless real, $-7.40\times10^9$ and $-2.61\times10^{10}$ s$^{-1}$; the slower rate is 18% too large.

They stay real because complex eigenvalues of a real matrix occur in conjugate pairs. Two real eigenvalues must meet before they can leave the real axis, and these two are far apart. A real spectrum is thus no proof of detailed balance. In a kinetic Monte Carlo rate table the loop products have to be checked themselves.

Tunnelling is neglected here. If the barrier frequency is taken equal to $\nu$, the Wigner factor $1+(h\nu/k_BT)^2/24$ is 1.012. It multiplies both directions equally, so it raises the rates by 1.2% and preserves detailed balance.

**(e) Three states are visited in one direction, $1\to2\to3\to1$, with rates $a,b,c>0$. When are the eigenvalues complex, and how weakly can the oscillation be damped?**

*Solution.* No jump has a reverse, so detailed balance fails. The characteristic determinant is

$$\begin{vmatrix}\lambda+a&0&-c\\-a&\lambda+b&0\\0&-b&\lambda+c\end{vmatrix}=(\lambda+a)(\lambda+b)(\lambda+c)-abc=\lambda(\lambda^2+s\lambda+q),$$

where now $s=a+b+c$ and $q=ab+bc+ca$. The nature of the two nonzero roots depends on $\Delta=s^2-4q$. Put $a=u^2$, $b=v^2$, $c=w^2$ with positive $u,v,w$. Then

$$\begin{aligned}\Delta&=(a+b-c)^2-4ab\\&=\left[(u-v)^2-w^2\right]\left[(u+v)^2-w^2\right]\\&=-(u+v+w)(-u+v+w)(u-v+w)(u+v-w).\end{aligned}$$

The sum of any two of the last three factors is positive, for example $(-u+v+w)+(u-v+w)=2w$. At most one of them can therefore be zero or negative. Hence $\Delta<0$ if and only if all three are positive: **the eigenvalues are complex when $\sqrt a,\sqrt b,\sqrt c$ can form the sides of a nondegenerate triangle.** Breaking detailed balance permits complex eigenvalues but does not force them.

Three cases show the range:

- Equal rates $k$ give $s=3k$, $q=3k^2$ and $\lambda=-\tfrac32k\pm i\tfrac{\sqrt3}{2}k$.
- Rates 9, 1, 1 have roots 3, 1, 1, which form no triangle. Then $\Delta=121-76=45$ and both eigenvalues are real.
- Rates 1, 1, 4 have roots 1, 1, 2, a flattened triangle. The quadratic is $(\lambda+3)^2$, but $W+3I$ has rank 2, so there is one eigenvector for a double eigenvalue. The relaxation contains a term $t\,e^{-3t}$, which part (b) excludes under detailed balance.

For a complex pair, $(\mathrm{Im}\,\lambda/\mathrm{Re}\,\lambda)^2=(4q-s^2)/s^2$. From

$$s^2-3q=\tfrac12\left[(a-b)^2+(b-c)^2+(c-a)^2\right]\ge0$$

we have $q\le s^2/3$, and so $|\mathrm{Im}\,\lambda|\le|\mathrm{Re}\,\lambda|/\sqrt3$, with equality for equal rates. Over one period $2\pi/|\mathrm{Im}\,\lambda|$ the amplitude falls at least by the factor $e^{-2\pi\sqrt3}\approx2\times10^{-5}$. A one-way cycle of three exponential steps may overshoot its steady state once, but successive extrema are half a period apart, so each later swing is at most $e^{-\pi\sqrt3}\approx0.004$ of the one before.

**(f) For equal rates, find the return probability and its lowest point. Does an undershoot require complex eigenvalues?**

*Solution.* The jumps form a Poisson process of rate $k$, and the system is back in its starting state when their number is a multiple of three. With $x=kt$,

$$P_{11}=e^{-x}\sum_{m=0}^\infty\frac{x^{3m}}{(3m)!}=\frac{e^{-x}}3\left(e^x+e^{\omega x}+e^{\omega^2x}\right),\qquad \omega=-\tfrac12+\tfrac{\sqrt3}2i .$$

The second form holds because $1+\omega^n+\omega^{2n}$ equals 3 when $n$ is a multiple of three and 0 otherwise. The last two exponentials are complex conjugates, so

$$P_{11}=\tfrac13+\tfrac23\,e^{-3x/2}\cos\left(\tfrac{\sqrt3}2x\right).$$

Setting the derivative to zero gives $\tan(\sqrt3x/2)=-\sqrt3$. The first solution is $\sqrt3x/2=2\pi/3$, where the cosine is $-\tfrac12$. Later extrema are smaller because of the exponential. The lowest point is therefore

$$P_{11}-\tfrac13=-\tfrac13e^{-2\pi/\sqrt3}=-0.00886 .$$

By part (c) such an undershoot is impossible under detailed balance, so it reveals that detailed balance is broken. This holds for a single state of the network; a group of unresolved states can undershoot even under detailed balance if it does not start in internal equilibrium. An undershoot does not require complex eigenvalues. With rates 9, 1, 1 and the start in the state that is left at rate 9, the spectrum is real, yet the return probability falls 0.020 below its limit. The system leaves quickly and is then delayed in the two slow states.

**(g) Give each step a reverse with rate $xa$, $xb$, $xc$, where $x=e^{-A/3}$. How strongly must the cycle be driven before its eigenvalues become complex?**

*Solution.* The ratio of forward to reverse loop products is $x^{-3}=e^A$, so $A$ is the driving free energy per turn in units of $k_BT$. At $A=0$ each pair of rates is equal and detailed balance holds with uniform populations.

The exit rates of states 1, 2, 3 are $a+xc$, $b+xa$ and $c+xb$, with sum $s(1+x)$. The principal minor for states 1 and 2 is

$$(a+xc)(b+xa)-a\cdot xa=ab+x\,bc+x^2ca .$$

The other two follow by cyclic exchange, $bc+x\,ca+x^2ab$ and $ca+x\,ab+x^2bc$. Their sum is $q(1+x+x^2)$. The eigenvalues are complex when

$$s^2(1+x)^2<4q(1+x+x^2).$$

Use $(1+x)^2=(1+x+x^2)+x$ and define $g=4q/s^2-1$. The condition becomes $x/(1+x+x^2)<g$. For $g>0$, inversion gives $1+x+1/x>1/g$, or

$$2\cosh(A/3)>\frac1g-1 .$$

If $g\le0$, no drive $A\ge0$ makes the pair complex. For equal rates $g=\tfrac13$, the right side is 2, and any nonzero $A$ suffices. Unequal rates separate the eigenvalues at equilibrium, and when $g>0$ a finite drive brings them together. The threshold refers to this even division of the drive among the three steps.

**(h) Apply the cycle to silicon growth from silane. A bare surface dimer takes up SiH$_4$; the fragment loses H$_2$ and leaves its silicon atom in the crystal; the remaining hydrogen pair desorbs as H$_2$. Take 900 K, 0.10 Torr of silane at a gas temperature of 300 K, and reactive sticking $10^{-4}$. The fragment step has prefactor $10^{13}$ s$^{-1}$ and barrier 2.10 eV; the desorption has $10^{15}$ s$^{-1}$ and 2.50 eV.**

*Solution.* One turn performs SiH$_4\to$ Si $+$ 2H$_2$ and leaves the site bare again, with the surface half a layer higher on average. With lattice constant $\ell=0.543$ nm, a dimer on Si(001) occupies the area $\ell^2$. It is struck by silane at the rate $P\ell^2/\sqrt{2\pi mk_BT_{\rm gas}}=1.055\times10^5$ s$^{-1}$. Multiplication by the sticking gives $k_1=10.55$ s$^{-1}$. The Arrhenius rates are $k_2=17.40$ and $k_3=10.01$ s$^{-1}$.

In the steady state the same current $J$ passes every step, so $p_i=J/k_i$. Normalisation gives

$$J=\left(\frac1{k_1}+\frac1{k_2}+\frac1{k_3}\right)^{-1}=3.97\ \mathrm{s}^{-1},\qquad p=(0.376,\,0.228,\,0.396).$$

A layer of height $\ell/4$ contains two atoms per dimer area, and each turn adds one. The growth rate is $\tfrac12J\,\ell/4$, or about 16 nm/min.

The square roots of the rates are 3.25, 4.17 and 3.16. The largest is less than the sum of the others, so the eigenvalues are complex. With $s=37.96$ s$^{-1}$ and $q=463.5$ s$^{-2}$,

$$\lambda=-\frac s2\pm\frac i2\sqrt{4q-s^2}=-19.0\pm10.2\,i\ \mathrm{s}^{-1}.$$

The period is 0.62 s, after which a fraction $8\times10^{-6}$ of the amplitude remains. The return probability of a bare dimer undershoots its limit by 0.0044 at 0.22 s. With $g=0.286$, part (g) gives a critical drive of $2.07\,k_BT$, or 0.160 eV per turn, if the drive is divided evenly among the steps. The reverse rates of the actual reactions need not follow that division.

With the gas conditions and sticking held fixed, the pair is complex for surface temperatures from about 850 to 1050 K. At the lower end $\sqrt{k_1}=\sqrt{k_2}+\sqrt{k_3}$, since the thermally activated steps have become slow. At the upper end $\sqrt{k_3}=\sqrt{k_1}+\sqrt{k_2}$: hydrogen desorption, by then the fastest step, has become too fast for the triangle to close.

**(i) Which neglected effects matter for these numbers?**

*Solution.* Taken one at a time, three changes shift the eigenvalues but leave them complex:

- H$_2$ at 0.01 Torr with sticking $10^{-5}$ readsorbs at 0.42 s$^{-1}$ per bare dimer, giving $-19.2\pm10.1\,i$ s$^{-1}$.
- Silane at 900 K instead of 300 K, at the same pressure, strikes less often and gives $-16.8\pm7.8\,i$ s$^{-1}$.
- A desorption barrier lower or higher by 0.1 eV gives $-32.2\pm12.9\,i$ or $-15.4\pm5.0\,i$ s$^{-1}$.

Hydrogen pairs can also split over two dimers. If this costs 0.25 eV and each singly occupied dimer has two equivalent positions, local equilibrium between $p_1$ and $p_3$ puts about 13% of all dimers in that state, which the model lacks.

Other changes make the eigenvalues real. A fragment barrier lower by 0.1 eV raises $\sqrt{k_2}$ to 7.95, more than the sum 6.41 of the other two roots. A tenfold larger sticking raises $\sqrt{k_1}$ to 10.3, again too long for a triangle. The complex pair therefore depends on parameters that are not known this well.

Interaction between dimers can also remove it. Suppose that every fragment needs an empty neighbouring dimer to decompose, that each empty neighbour adds equally to the rate, and that the neighbour itself stays empty. In mean field the loss rate is then proportional to the bare fraction $E$. Let $F$ be the fragment fraction and let stars mark the steady state, with the rate scaled so that this state is unchanged:

$$\dot E=k_3(1-E-F)-k_1E,\qquad \dot F=k_1E-k_2F\,\frac{E}{E^*}.$$

For small deviations the second equation gives $\delta\dot F=k_1\delta E-k_2\delta F-(k_2F^*/E^*)\,\delta E$. The steady state has $k_2F^*=k_1E^*$, so the two terms in $\delta E$ cancel:

$$\delta\dot F=-k_2\,\delta F,\qquad \delta\dot E=-(k_1+k_3)\,\delta E-k_3\,\delta F .$$

This system is triangular. Its eigenvalues are $-k_2=-17.4$ s$^{-1}$ and $-(k_1+k_3)=-20.6$ s$^{-1}$, both real. The oscillation has disappeared although the cycle still runs one way.

For these rates the cancellation has to be nearly complete within mean field. If only a share $\alpha$ of the steady loss needs the neighbour, a term $(1-\alpha)k_1\,\delta E$ remains in $\delta\dot F$. The eigenvalues are then complex when $(k_1+k_3-k_2)^2<4(1-\alpha)k_1k_3$, which here means $\alpha<0.976$. Mean field ignores correlations between neighbouring dimers, so this threshold need not hold on a real surface.

The temperature, pressure and barriers are rough values for low-pressure silicon deposition. The sticking is also uncertain, because it depends on temperature and hydrogen coverage, and the fragment step combines several surface reactions. Real surfaces break the assumption that dimers act independently. In the mean-field example above, interaction removes the imaginary part altogether. The complex pair is therefore a result for independent dimers and no prediction of oscillations in a reactor. The numerical output below lists the values used.

## Calculated quantities

```
Temperature: 900 K; kT: 0.07756 eV
ADATOM (states 1, 2, 3)
Well energies: [0.   0.1  0.25] eV
Saddles 12, 23, 31: 0.70, 0.75, 0.80 eV; prefactor 1.0e+13 1/s
Equilibrium populations: [0.7603 0.2094 0.0303]
Rates 1->2, 2->1: 1.203e+09, 4.367e+09 1/s; S: 2.292e+09 1/s
Rates 2->3, 3->2: 2.292e+09, 1.585e+10 1/s; S: 6.028e+09 1/s
Rates 3->1, 1->3: 8.320e+09, 3.313e+08 1/s; S: 1.660e+09 1/s
Diagonal of S: -1.534e+09 -6.658e+09 -2.417e+10 1/s
Nonzero eigenvalues: -2.608e+10, -6.285e+09 1/s
One-way barrier 1->2 lowered by: 0.05 eV
Loop-product ratio after error: 1.905
False circulating current: 1.077e+08 1/s
Real eigenvalues after error: -2.606e+10, -7.396e+09 1/s
Wigner tunnelling factor: 1.0118
GENERAL CYCLE TESTS
Equal-rate return undershoot: -0.00886
Rates 9,1,1 (real spectrum) undershoot: -0.02017
Largest sampled |Im/Re|: 0.5766; bound: 0.5774
SILANE DEPOSITION (bare, fragment, hydrogen pair)
Silane pressure: 0.10 Torr; gas: 300 K
Reactive sticking: 1.0e-04; lattice: 0.543 nm
Silane arrivals per dimer: 1.055e+05 1/s
Fragment step: 1.0e+13 1/s, 2.10 eV
H2 desorption: 1.0e+15 1/s, 2.50 eV
Three forward rates: [10.551 17.399 10.014] 1/s
Square roots of rates: [3.248 4.171 3.165] s^-1/2
Steady populations: [0.3759 0.228  0.3961]
Turnover per dimer: 3.967 1/s; growth: 16.15 nm/min
Complex eigenvalues: -18.98 +/- 10.16 i 1/s
Period: 0.6186 s; amplitude left after it: 7.94e-06
Bare-dimer return undershoot: -0.00437 at 0.2228 s
g: 0.2863; critical affinity: 2.065 kT = 0.1602 eV
Complex-pair temperature window: 852.5 to 1054.5 K
NEGLECTED EFFECTS
H2 pressure: 0.01 Torr; sticking: 1.0e-05
H2 readsorption rate: 0.421 1/s
Eigenvalues with readsorption: -19.19 +/- 10.12 i 1/s
Eigenvalues with gas at 900 K: -16.75 +/- 7.78 i 1/s
H2 barrier -0.1 eV: -32.15 +/- 12.88 i 1/s
H2 barrier +0.1 eV: -15.35 +/- 4.99 i 1/s
Pairing energy: 0.25 eV; single-H dimers: 0.128
Empty-site demand, real eigenvalues: -20.57, -17.40 1/s
```
